TE cutoff thickness of a silicon nitride waveguide on oxide

**Question**

A flat silicon nitride film of thickness d lies on silicon dioxide and is covered by air. At the vacuum wavelength λ = 1550 nm the refractive indices are n_f = 2.00 for the film, n_s = 1.444 for the oxide and n_c = 1.00 for the air. The layers are lossless, isotropic, nonmagnetic and uniform. Except where a part says otherwise, the oxide and the air are infinitely thick and the film is infinitely wide.

The x axis is normal to the film. The oxide fills x < 0, the film 0 < x < d and the air x > d. Light travels along z, with fields proportional to exp(i(βz − ωt)). Write k0 = 2π/λ = ω/c and N = β/k0, the effective index.

**(a) Derive the equation and the matching conditions for a TE mode, whose electric field has just a y component E(x). In what range must N lie for a guided mode?**

*Answer.* Maxwell's curl equations are

∇×E = iωμ0 H,  ∇×H = −iωε0 n² E.

The first gives the magnetic field:

H_x = −βE/(ωμ0),  H_z = −iE′/(ωμ0).

The y component of the second is ∂H_x/∂z − ∂H_z/∂x = −iωε0 n² E. Inserting H_x and H_z,

−iβ²E/(ωμ0) + iE″/(ωμ0) = −iωε0 n² E.

Multiplying by ωμ0/i and using ω²μ0ε0 = k0² gives

E″ + (k0²n² − β²)E = 0.

The tangential fields E_y and H_z are continuous at each interface. Since H_z is proportional to E′ with the same factor in every layer, both E and E′ are continuous.

A guided mode must decay in the oxide, which requires N > n_s. It then decays in the air too, because n_c < n_s. For the upper limit, multiply the wave equation by E and integrate over all x. The boundary terms of the integration by parts vanish for a decaying field, so

∫E′² dx = ∫(k0²n² − β²)E² dx.

The left side is positive, so k0n must exceed β somewhere. The largest index is n_f, hence

n_s < N < n_f.

**(b) Derive the condition that fixes N for a given thickness.**

*Answer.* Define three positive quantities:

κ = k0√(n_f² − N²),  s = k0√(N² − n_s²),  g = k0√(N² − n_c²).

With E = 1 at the lower face, the field in the oxide is e^(sx), whose slope at x = 0 is s. The film field with the same value and slope is

E = cos κx + (s/κ) sin κx = A cos(κx − φ),  φ = arctan(s/κ).

The second form follows from A cos φ = 1 and A sin φ = s/κ.

In the air the field varies as e^(−g(x−d)), so E′/E = −g at x = d. The film field gives E′/E = −κ tan(κd − φ) there. Equating the two,

tan(κd − φ) = g/κ.

The tangent repeats with period π, so

κd = mπ + arctan(s/κ) + arctan(g/κ),  m = 0, 1, 2, …

Negative m is excluded because the two arctangents add to less than π, while κd is positive. The phase κx − φ runs from −arctan(s/κ) to mπ + arctan(g/κ) and passes m zeros of the cosine. The mode TE_m therefore has m nodes.

**(c) Show that each mode has a smallest thickness and find it. What happens if the air is replaced by oxide?**

*Answer.* Solve the condition for the thickness:

d(N) = [mπ + arctan(s/κ) + arctan(g/κ)]/κ.

As N rises from n_s to n_f, s and g rise and κ falls. The numerator grows and the denominator shrinks, so d(N) increases strictly. As N approaches n_f, κ tends to zero and d(N) grows without limit. Each thickness above the value at N = n_s thus belongs to one value of N, and no smaller thickness has a solution.

At N = n_s we have s = 0, and κ and g become

K = k0√(n_f² − n_s²),  G = k0√(n_s² − n_c²).

With the asymmetry parameter

a = (G/K)² = (n_s² − n_c²)/(n_f² − n_s²),

the cutoff thickness is

d_m = [mπ + arctan(√a)]/K.

At d = d_m itself the field is constant throughout the oxide. It cannot be normalised, so the mode is guided for d > d_m and not at equality.

The cutoff of TE0 comes from the asymmetry. In the air the threshold field decays at the rate G, while in the oxide it is flat. The film must bend the field from zero slope at its lower face to the logarithmic slope −G at its upper face, and this takes a phase arctan(G/K). If oxide replaces the air, then G = 0, no bending is needed and d_0 = 0. A finite-difference calculation for a film of just 20 nm with oxide on both sides indeed finds one guided TE mode.

**(d) Calculate the TE cutoff thickness for the given indices, and say which mode it refers to. How firmly is the number fixed?**

*Answer.* The index differences are

n_f² − n_s² = 4 − 2.085136 = 1.914864,
n_s² − n_c² = 2.085136 − 1 = 1.085136.

Their ratio gives a = 0.566691, so √a = 0.752789 and arctan(√a) = 0.645284 rad. With k0 = 2π/(1550 nm) = 0.0040537 nm⁻¹,

K = k0√1.914864 = 0.0056094 nm⁻¹,  1/K = 178.272 nm.

Therefore

d_0 = 0.645284 × 178.272 nm ≈ 115 nm.

This is the cutoff of TE0, the lowest TE mode. The next mode needs a further π/K ≈ 560 nm, so d_1 ≈ 675 nm. Between these thicknesses the ideal slab guides one TE mode. TM modes obey a different matching condition and are not counted here.

The result can be checked without the arctangent formula. The wave equation with N = n_s was integrated numerically from deep in the air down through the film, and the depths at which the slope vanished were recorded. They are 115.04 and 675.09 nm, in agreement with d_0 and d_1. A separate finite-difference count of the guided modes gives 0, 1, 1 and 2 at thicknesses of 110, 120, 670 and 680 nm.

The refractive indices limit the useful precision. With the other data held fixed, n_f = 1.98 gives 119.4 nm and n_f = 2.02 gives 111.0 nm. An error of 0.02 in the film index thus moves the cutoff by about 4 nm. The same error in the oxide index moves it by about 5 nm in the opposite direction. Decimals of a nanometre therefore have no practical meaning.

**(e) How far does the mode reach into the oxide when the film is slightly thicker than d_0? Find the leading law and its first correction, and apply them at 125 nm. How much of the power travels in the film?**

*Answer.* Let δ = d − d_0. Just above cutoff s is small. The definitions give

κ² = K² − s²,  g² = G² + s².

To first order in s, κ = K and g = G, so the TE0 condition reads

Kd ≈ s/K + arctan(G/K).

Subtracting Kd_0 = arctan(G/K) leaves Kδ ≈ s/K, or

s ≈ K²δ.

The decay length of the field, 1/s, therefore diverges as 1/δ. Since N² − n_s² = s²/k0², the effective index leaves n_s quadratically in δ.

For the correction, keep terms in s². First, κ ≈ K − s²/(2K), so

κd ≈ Kd − s²d/(2K).

Next, arctan(s/κ) = s/K up to terms in s³. Finally,

g/κ ≈ √a [1 + s²/(2G²) + s²/(2K²)].

The derivative of arctan u at u = √a is 1/(1 + a), and 1/G² + 1/K² = (1 + a)/G². The factors 1 + a cancel, and the change in the last arctangent is

√a s²/(2G²) = s²/(2GK).

Collecting the terms and multiplying by K,

K²δ ≈ s + (s²/2)(d + 1/G).

Taking the reciprocal, and replacing d by d_0 in the correction, which is allowed at this order,

1/s ≈ 1/(K²δ) + (d_0 + 1/G)/2.

Here 1/G = (1/K)/√a ≈ 237 nm, so the correction is (115 + 237)/2 ≈ 176 nm. At d = 125 nm the leading law gives 3190 nm and the corrected law about 3366 nm. The full mode condition gives 3363 nm. A film 10 nm above cutoff thus has a field tail more than 3 µm long.

The power density along z is βE²/(2ωμ0). Its prefactor is the same in all layers, so the fraction of power in the film is the integral of E² over the film divided by

I = ∫E² dx  (over all x).

The oxide contributes 1/(2s) to I, which diverges at cutoff, while the film's contribution stays finite. The fraction in the film therefore tends to zero. The full mode condition gives:

- d = 125 nm: N = 1.446, 1/s = 3363 nm, 5.9 % in the film
- d = 150 nm: N = 1.462, 1/s = 1076 nm, 18 % in the film
- d = 200 nm: N = 1.516, 1/s = 535 nm, 37 % in the film
- d = 300 nm: N = 1.629, 1/s = 328 nm, 61 % in the film

Even at 200 nm, well above cutoff, most of the power is outside the nitride.

**(f) The oxide is now h = 3 µm thick and rests on silicon, with index n_Si ≈ 3.48. Derive the leading-order power loss and discuss films of 125, 150, 200 and 300 nm.**

*Answer.* Because n_Si > N, the field can propagate in the silicon, with the normal wavenumber

q = k0√(n_Si² − N²).

The mode tunnels through the oxide and radiates downward. With silicon present, the sharp cutoff of part (c) is replaced by a loss that depends on thickness.

Let ξ = x + h, so that the silicon begins at ξ = 0. With the time factor e^(−iωt), a wave leaving downward is Te^(−iqξ). In the oxide the field is Ae^(sξ) + Be^(−sξ). For a weak leak, A is the value of the undisturbed tail at that depth, A = e^(−sh). Continuity of E and E′ requires

A + B = T,  s(A − B) = −iqT.

Dividing the second equation by s and adding the first gives 2A = T(1 − iq/s), hence

|T|² = 4s²e^(−2sh)/(s² + q²).

In the silicon E′ = −iqE, so H_z = −qE/(ωμ0). The power flowing downward per unit area is q|T|²/(2ωμ0). The guided power per unit width is P = βI/(2ωμ0). Energy conservation then gives dP/dz = −αP with

α = q|T|²/(βI) = 4s²q e^(−2sh)/[(s² + q²)βI].

The loss in decibels per unit length is 10α/ln 10. The formula requires e^(−2sh) ≪ 1 and a guided field little changed by the silicon.

It can be compared with a solution of the four-layer problem in which N is allowed to be complex:

- d = 150 nm: formula 9.96 dB/cm, four-layer solution 10.5 dB/cm
- d = 200 nm: 0.191 dB/cm by both
- d = 300 nm: 0.00035 dB/cm by both

At 150 nm the formula, which keeps only the leading order of the leak, is about 5 % low relative to the four-layer solution. There e^(−2sh) is only about 0.004, so the relative error of the formula can be much larger than e^(−2sh) itself.

The trend follows mainly from the exponential. Between 150 and 200 nm, 2sh rises from 6000/1076 ≈ 5.6 to 6000/535 ≈ 11.2, which reduces e^(−2sh) by a factor of about 280. The factor s² rises about fourfold and the integral I shrinks as the tail shortens, which together offset part of this. The formula's loss falls by a factor of about 52, and the four-layer loss by about 55.

At 125 nm the tail, 3363 nm, is longer than the oxide is thick, and e^(−2sh) ≈ 0.17. The weak-leak assumption is then poor. The formula gives about 18 dB/cm, while the four-layer solution gives about 56 dB/cm, with the real part of N near 1.4437, just below n_s. The ideal slab guides at this thickness, but on silicon the mode loses half its power in about 0.5 mm.

**(g) The film is etched into a strip of width w with air at its sides. In the scalar approximation, find a thickness at which guiding is assured, and evaluate it for w = 10 µm and 3 µm. The oxide is again infinitely thick.**

*Answer.* The scalar approximation replaces the vector problem by

(∂²/∂x² + ∂²/∂y² + k0²n²)ψ = β²ψ.

The top of the spectrum of β² is no smaller than the quotient

∫(k0²n²ψ² − |∇ψ|²) dx dy / ∫ψ² dx dy

for any admissible trial function ψ. Choose ψ = u(x) cos(πy/w) for |y| < w/2 and zero outside, where u is the slab mode for the same thickness. Inside this range the index profile is that of the slab, so the x part of the quotient gives β_slab². The y part subtracts (π/w)². Dividing by k0², and using π/(wk0) = λ/(2w),

N_strip² ≥ N_slab² − (λ/2w)².

A mode is guided if N_strip > n_s. This is assured when N_slab² − n_s² > (λ/2w)², which is the same as s > π/w for the slab mode. The limiting thickness follows by setting 1/s = w/π in the result of part (e).

For w = 10 µm, w/π = 3183 nm, so

1/(K²δ) ≈ 3183 − 176 = 3007 nm,
δ ≈ (178.272 nm)²/(3007 nm) ≈ 10.6 nm.

Guiding is assured above about 126 nm. For w = 3 µm the full d(N) gives about 155 nm. These are sufficient thicknesses, not the strip's cutoffs. The cutoffs cannot lie below 115 nm in this approximation, because the strip's index nowhere exceeds that of the slab, and the same quotient then cannot exceed the slab's limit.

A two-dimensional scalar calculation for a strip 200 nm thick and 3 µm wide gives N_strip² ≈ 2.25. This lies between the lower bound, 2.231, and the slab value, 2.298, as it should.

**(h) What does the calculated cutoff mean for a real nitride film?**

*Answer.* An index near 2.0 is a rough typical value for silicon nitride at this wavelength, though it depends on composition and deposition. An oxide layer of a few micrometres on silicon is also a realistic structure. With a finite oxide on silicon, the leakage grows rapidly as the film is thinned from 300 nm towards the ideal cutoff. For a wide film with air above and 3 µm of oxide below, a leakage limit of 1 dB/cm is met at 200 nm but not at 150 nm, although both exceed the ideal cutoff. Thicker oxide lowers the leakage. An oxide top layer of the same index, thick enough to count as infinite, removes the TE0 cutoff of the ideal slab, but it does not by itself prevent leakage into silicon.

Absorption, surface roughness, radiation in bends and the vector character of strip modes are left out, so the leakage values are not total losses. The value of 115 nm marks where TE0 first becomes bound in the ideal slab. A working thickness depends on the allowed loss, the oxide thickness and the strip width, and in a curved guide also on the bend radius. The numerical output after this text lists the main values.

Values computed for the example and the checks

```
wavelength = 1550 nm
indices film, oxide, air = 2.00, 1.444, 1.00
k0 = 0.0040537 1/nm
nf^2 - ns^2 = 1.914864
ns^2 - nc^2 = 1.085136
asymmetry a = 0.566691, sqrt(a) = 0.752789
arctan(sqrt(a)) = 0.645284 rad
K = 0.0056094 1/nm, 1/K = 178.272 nm
TE0 cutoff thickness = 115.04 nm
TE1 cutoff thickness = 675.09 nm
cutoffs by integration = 115.04, 675.09 nm
mode counts at 110, 120, 670, 680 nm = [0, 1, 1, 2]
mode count, 20 nm film with oxide on both sides = 1
film 125 nm: N = 1.44586, oxide tail 1/s = 3363 nm, film power = 5.9 %
film 150 nm: N = 1.46207, oxide tail 1/s = 1076 nm, film power = 18.3 %
film 200 nm: N = 1.51590, oxide tail 1/s = 535 nm, film power = 37.1 %
film 300 nm: N = 1.62860, oxide tail 1/s = 328 nm, film power = 61.3 %
near-cutoff law at 125 nm: 1/s = 3190 nm
N at 200 nm by diagonalization = 1.51590
cutoff for film index 1.98 = 119.37 nm
cutoff for film index 2.02 = 110.97 nm
oxide thickness = 3000 nm, silicon index = 3.48
leakage, film 150 nm: root 10.5 dB/cm, flux formula 9.96 dB/cm
leakage, film 200 nm: root 0.191 dB/cm, flux formula 0.191 dB/cm
leakage, film 300 nm: root 0.000353 dB/cm, flux formula 0.000353 dB/cm
strip 3 um wide: guiding assured above 155.3 nm (scalar)
strip 10 um wide: guiding assured above 125.6 nm (scalar)
strip 200 nm x 3 um: N^2 lower bound 2.2312, 2D 2.2524, slab 2.2979
```
